# The Extended Dicke Model at Deep-Strong Coupling: Photons and Emitter Entanglement

## Problem

$N$ identical two-level emitters, with $N$ even, couple to one cavity mode. In the dipole gauge, and without any extra dipole-dipole interaction, the Hamiltonian is

$$H=\omega_c a^\dagger a+\omega_0 S_z+g(a+a^\dagger)S_x+\frac{g^2}{\omega_c}S_x^2 .\tag{1}$$

Here $\hbar=1$, $S_\alpha=\tfrac12\sum_i\sigma_\alpha^{(i)}$ are collective spin operators, $S_x$ is proportional to the total dipole, and $\omega_0>0$. Write $\eta=g/\omega_c$ and $x=\eta^2$. Keep $N$, $\omega_0$ and $\omega_c$ fixed and let $g$ become much larger than $\omega_c$.

(a) Which emitter state does the ground state approach, among all $2^N$ emitter states? (b) How many photons $\langle a^\dagger a\rangle$ does it contain? (c) How strongly are the emitters entangled?

Since $[S_z,S_x]\neq0$, $S_x$ is not conserved, and the ground state can acquire a sharp value of $S_x$ only as a limit. The quanta counted by $a^\dagger a$ are those of the mode operator in (1), that is, in the dipole gauge.

## First estimate by scaling

Because $a$ commutes with $S_x$,

$$\omega_c(a^\dagger+\eta S_x)(a+\eta S_x)=\omega_c a^\dagger a+g(a+a^\dagger)S_x+\frac{g^2}{\omega_c}S_x^2 ,$$

so that

$$H=\omega_c(a^\dagger+\eta S_x)(a+\eta S_x)+\omega_0S_z .\tag{2}$$

For a fixed eigenvalue $m$ of $S_x$, the first term is an oscillator displaced to $-\eta m$, with lowest energy zero. The mode by itself would favour large $|m|$ through an energy $-g^2m^2/\omega_c$, and the $S_x^2$ term cancels this. All values of $m$ are therefore degenerate until $\omega_0S_z$ acts.

$S_z$ changes $m$ by $\pm1$ and leaves the oscillator where it is. The oscillator is then a distance $\eta$ from its new minimum, at a mean energy cost $\omega_c\eta^2=\omega_cx$. The matrix elements are $\langle m\pm1|S_z|m\rangle=\tfrac12\sqrt{S(S+1)-m(m\pm1)}$ up to a phase. Second-order perturbation theory gives

$$E\approx-\frac{\omega_0^2}{4\omega_cx}\sum_\pm[S(S+1)-m(m\pm1)]=-\frac{\omega_0^2}{2\omega_cx}\,[S(S+1)-m^2].\tag{3}$$

The state that gains most has $S=N/2$ and $m=0$. Its admixture of each state $m=\pm1$ has amplitude of size $\omega_0\sqrt{S(S+1)}/(2\omega_cx)$. With $S(S+1)=N(N+2)/4$,

$$\langle S_x^2\rangle\approx2\,\frac{\omega_0^2S(S+1)}{4\omega_c^2x^2}=\frac{\omega_0^2}{\omega_c^2}\frac{N(N+2)}{8x^2}.\tag{4}$$

For the photons, the admixed oscillator state is proportional to $h^{-1}|0\rangle$ with $h=x+\eta m(a+a^\dagger)+a^\dagger a$ and $m=\pm1$. Expanding about the large number $x$,

$$h^{-1}|0\rangle\approx\frac1x|0\rangle-\frac{\eta m}{x^2}|1\rangle .$$

The one-photon amplitude is smaller than the vacuum amplitude by $1/\eta$, so

$$\langle a^\dagger a\rangle\approx\frac{\langle S_x^2\rangle}{x}.\tag{5}$$

A second flip can return the emitters to $m=0$ with photons present. The one-photon contributions from $m=+1$ and $m=-1$ have opposite signs and cancel. The two-photon amplitude is of order $x^{-2}$ and contributes to (5) at higher order.

The estimate leaves two questions open. The perturbation $\omega_0S_z$ need not be small compared with $\omega_c$, and neighbouring displaced vacua overlap, so a flip can also connect degenerate states directly.

## Exact solution in the limit

**Polaron frame.** Let $U=\exp[\eta S_x(a^\dagger-a)]$. The commutator of the exponent with $a$ is $-\eta S_x$, which commutes with the exponent, so $UaU^\dagger=a-\eta S_x$. The square in (2) becomes $\omega_ca^\dagger a$.

Define $T_\pm=S_z\mp iS_y$. From $[S_x,S_z]=-iS_y$ and $[S_x,S_y]=iS_z$ follows $[S_x,T_\pm]=\pm T_\pm$, hence $S_xT_\pm=T_\pm(S_x\pm1)$ and $UT_\pm U^\dagger=T_\pm D(\pm\eta)$, with $D(\eta)=e^{\eta(a^\dagger-a)}$. Since $S_z=(T_++T_-)/2$,

$$H'=UHU^\dagger=\omega_c a^\dagger a+V,\qquad V=\frac{\omega_0}{2}\left[T_+D(\eta)+T_-D(-\eta)\right].\tag{6}$$

Let $P$ project on zero photons in this frame, $Q=1-P$, $\hat n=a^\dagger a$ and $R_0=Q(\omega_c\hat n)^{-1}Q$.

**The excited block stays high.** Take unit vectors $u,v$ in the space $n\ge1$ and set $\phi=\hat n^{-1/2}u$, $\chi=\hat n^{-1/2}v$. From $[a,D(\eta)]=\eta D(\eta)$,

$$\eta\langle\phi|D|\chi\rangle=\langle a^\dagger\phi|D\chi\rangle-\langle\phi|D\,a\chi\rangle .$$

Here $\|a^\dagger\phi\|^2=\langle u|(\hat n+1)/\hat n|u\rangle\le2$, $\|a\chi\|=1$, and $\phi,\chi$ have norm at most 1. Thus $|\langle\phi|D|\chi\rangle|\le(1+\sqrt2)/\eta$, and the same holds for $D(-\eta)$. The elements of $T_\pm$ are $\sqrt{S(S+1)-m(m\pm1)}\le S+\tfrac12\le(N+1)/2$. Hence

$$QH'Q\ge(1-\kappa)\,\omega_c\hat n\,Q,\qquad\kappa=\frac{\omega_0}{\omega_c}\,\frac{N+1}{2}\,\frac{1+\sqrt2}{\eta}.\tag{7}$$

Once $\kappa\le\tfrac12$, the block $M=QH'Q$ lies at or above $\omega_c/2$, whatever the ratio $\omega_0/\omega_c$.

**The coupling to it is weak.** $D(\pm\eta)|0\rangle$ has Poisson weights $P_n=e^{-x}x^n/n!$. For $n\ge1$, $(n+1)(n+2)\le6n^2$, so

$$\sum_{n\ge1}\frac{P_n}{n^2}\le6\sum_{n\ge1}\frac{P_n}{(n+1)(n+2)}=\frac{6}{x^2}\sum_{n\ge1}P_{n+2}\le\frac6{x^2}.$$

Therefore $\|R_0VP\|=O(x^{-1})$.

**Effective Hamiltonian.** Let $\psi'=p+q$ be the ground state of $H'$, with $p=P\psi'$, $q=Q\psi'$ and energy $E$. The trial state $|0\rangle|N/2,m=0\rangle$ has energy zero, because $S_z$ has no diagonal element there, so $E\le0$. Equation (2) gives $E\ge-\omega_0N/2$. The $Q$ part of the eigenvalue equation yields $q=-(M-E)^{-1}QVp$. Inserted in the $P$ part, it gives $H_{\rm eff}(E)p=Ep$ with

$$H_{\rm eff}(E)=PVP-PVQ(M-E)^{-1}QVP .$$

With $B=QVQ-E$, which is bounded, the resolvent identity applied twice reads

$$(M-E)^{-1}=R_0-R_0BR_0+R_0B(M-E)^{-1}BR_0 .$$

The last two terms enter between factors $R_0VP$ and its adjoint, so they contribute $O(x^{-2})$. The first term needs $\langle n|D(\pm\eta)|0\rangle=e^{-x/2}(\pm\eta)^n/\sqrt{n!}$. Products $T_\pm T_\mp$ acquire the weight $P_n$, and products $T_\pm T_\pm$ the weight $(-1)^nP_n$. Since $T_+T_-+T_-T_+=2(S_z^2+S_y^2)=2(\mathbf S^2-S_x^2)$,

$$H_{\rm eff}=\omega_0e^{-x/2}S_z-\frac{\omega_0^2F}{2\omega_c}(\mathbf S^2-S_x^2)-\frac{\omega_0^2G}{4\omega_c}(T_+^2+T_-^2)+O(x^{-2}),\tag{8}$$

with $F=\sum_{n\ge1}P_n/n$ and $G=\sum_{n\ge1}(-1)^nP_n/n$. Writing $\frac1n=\frac1{n+1}+\frac1{n(n+1)}$ and summing as above gives $F=1/x+O(x^{-2})$. Also $G=-e^{-x}\int_0^x\frac{1-e^{-t}}{t}\,dt$, so $|G|\le xe^{-x}$. The $S_z$ and $G$ terms are exponentially small.

**The ground state.** $\mathbf S^2-S_x^2$ has eigenvalues $S(S+1)-m^2$. For even $N$ the largest belongs to the single state $S=N/2$, $m=0$. Going to $m=\pm1$ loses 1, and going to $S=N/2-1$, $m=0$ loses $N$. The gap is $\delta=\omega_0^2F/(2\omega_c)$, of order $x^{-1}$.

The vector $p$ belongs to the lowest eigenvalue $\mu(E)$ of $H_{\rm eff}(E)$. Indeed $\mu$ does not increase with $E$, because $-(M-E)^{-1}$ decreases. If $\mu(E)<E$ held at the ground energy, then $\mu(E')=E'$ would have a solution at some $E'<E$, and $H'$ would have an eigenvalue below its ground energy.

A remainder $O(x^{-2})$ against a gap of order $x^{-1}$ rotates $p$ by $O(x^{-1})$. Since $(M-E)^{-1}QVP=[1-(M-E)^{-1}B]R_0VP$, also $q=O(x^{-1})$. Finally $U$ acts as the identity at $S_x=0$. With a suitable phase,

$$\psi=|0\rangle\otimes|S=N/2,\,m_x=0\rangle+O(\eta^{-2}).\tag{9}$$

This answers (a). Since $S_x$ annihilates the leading term, $\|S_x\psi\|=O(\eta^{-2})$ and $\langle S_x^2\rangle=O(\eta^{-4})$.

**Photons.** Norm convergence alone does not control the unbounded operator $a^\dagger a$. From (1), $[a,H]=\omega_ca+gS_x$. Applied to $\psi$ this gives

$$(H-E+\omega_c)\,a\psi=-gS_x\psi .$$

Since $H-E\ge0$, $\|a\psi\|\le\eta\|S_x\psi\|$, that is,

$$\langle a^\dagger a\rangle\le\eta^2\langle S_x^2\rangle=O(\eta^{-2}).\tag{10}$$

The photon number tends to zero, which answers (b). The faster decay $\eta^{-6}$ in (5) is a result of lowest-order perturbation theory, not of this bound. It also depends on which operator is counted. The quanta of $a+\eta S_x$, the photons of the frame (6), number about $x\langle S_x^2\rangle$ and fall only as $\eta^{-2}$; for $N=4$, $\omega_0=\omega_c$ and $g/\omega_c=6$ they number 0.085.

**Entanglement.** The limiting emitter state is the equal superposition of all strings with $N/2$ dipoles along $+x$ and $N/2$ along $-x$. Divide the emitters into halves. If one half contains $k$ dipoles along $+x$, the other contains $N/2-k$, so the Schmidt weights are

$$p_k=\binom{N/2}{k}^2\Big/\binom{N}{N/2}.\tag{11}$$

For large $N$ they approach a Gaussian of variance $N/16$, with entropy $\tfrac12\log_2(\pi eN/8)$ bits. At $N=100$ the weights give 3.376 bits and the Gaussian law 3.369. A single emitter is maximally mixed and carries one bit.

At finite $g$ the emitter state is mixed, and a criterion valid for mixed states is needed. For a product state with Bloch vectors $(x_i,y_i,z_i)$, $\langle S_y^2\rangle=\tfrac N4+\tfrac14[(\sum y_i)^2-\sum y_i^2]$, and likewise for $z$. With $(\sum y_i)^2\le N\sum y_i^2$,

$$\langle S_y^2+S_z^2\rangle-\frac N2\le\frac{N-1}{4}\sum_i(y_i^2+z_i^2)\le\frac{N-1}{4}\sum_i(1-x_i^2)=(N-1)\,{\rm Var}\,S_x .$$

Mixing averages the left side and cannot lower the variance below its average, so every separable state obeys this. Hence

$$W=\langle S_y^2+S_z^2\rangle-\frac N2-(N-1)\,{\rm Var}\,S_x>0\tag{12}$$

proves entanglement. In the limit $W=\frac N2\left(\frac N2+1\right)-\frac N2=\frac{N^2}{4}$. This answers (c).

## Comparison

Take $N=4$ and $\omega_0=\omega_c$, with energies in units of $\omega_c$; only ratios matter in this model. The ground state of (1) was computed by sparse diagonalization in the full 16-dimensional emitter space times a truncated photon space.

At $g/\omega_c=6$, $x=36$ and $N(N+2)/8=3$. The scaling estimates are

- $E\approx-6/(2\cdot36)=-0.0833$; the computed value is $-0.0856$.
- Gap $\approx1/72=0.0139$; computed $0.0142$.
- $\langle S_x^2\rangle\approx3/36^2=2.31\times10^{-3}$; computed $2.51\times10^{-3}$.
- $\langle a^\dagger a\rangle\approx3/36^3=6.4\times10^{-5}$; computed $8.9\times10^{-5}$.

Keeping the full sum $F(36)=0.0286$ in (8) improves the energy to $-3F=-0.0858$. The photon estimate is the least accurate. The computed number exceeds it by 38% of the estimate here, by 19% at $g/\omega_c=8$ and by 8% at 12, a decrease roughly as $1/x$.

The approach to the limit is seen in the next table. "Fidelity" is the weight of $|N/2,0\rangle$ in the emitter state. $L$ is the logarithmic negativity between two emitters and the other two, the base-2 logarithm of the trace norm of the partially transposed emitter state.

| $g/\omega_c$ | $\langle a^\dagger a\rangle$ | fidelity | $L$ | $W$ |
|---|---|---|---|---|
| 1 | 0.260 | 0.448 | 0.255 | 1.00 |
| 2 | 0.985 | 0.574 | 0.614 | 2.07 |
| 3 | 0.786 | 0.857 | 1.192 | 3.41 |
| 4 | 0.0083 | 0.985 | 1.394 | 3.94 |
| 6 | 0.000089 | 0.997 | 1.411 | 3.99 |

The limits follow from (11): the weights are $\tfrac16,\tfrac23,\tfrac16$, with entropy 1.252 bits, $L=2\log_2\sum_k\sqrt{p_k}=1.415$ and $W=4$. The entropy shared between emitters and photons is 0.95 bit at $g/\omega_c=2$ but 0.001 bit at 6. The remaining entanglement is then almost entirely among the emitters.

The photon number first rises and then collapses between $g/\omega_c=3$ and 4, which the scaling estimate misses. The collapse comes from the exponential decay of the first term of (8). This term couples $m=0$ to the even combination of $m=\pm1$ with strength $\omega_0e^{-x/2}\sqrt{S(S+1)/2}$, and the displaced vacua at $m=\pm1$ each hold $x$ photons. Relative to the gap $\omega_0^2/(2\omega_cx)$, the mixing amplitude for $N=4$ is about

$$r=2\sqrt3\,\frac{\omega_c}{\omega_0}\,x\,e^{-x/2}.$$

It is 0.35 at $g/\omega_c=3$ and 0.019 at 4, so $xr^2$ falls from 1.1 to 0.006. The computed photon numbers are 0.79 and 0.008, so this simple estimate gives the right order of magnitude. The regime thus requires $r\ll1$, not merely $g>\omega_c$, and a smaller $\omega_0$ delays this condition. It is not sufficient: the admixture (4) must also be small, $\omega_0^2N(N+2)/(8\omega_c^2x^2)\ll1$, so a large $\omega_0$ delays the regime too. At $g/\omega_c=4$ and $\omega_0=5\,\omega_c$, $r=0.004$ but the fidelity is only 0.80. For $\omega_0=0.2\,\omega_c$ and $g/\omega_c=3.5$ there are still 1.50 photons. Diagonalizing the written terms of (8) and using $x\langle S_x^2\rangle$ for the photon number gives 1.49.

Two changes of the problem remove the result. For odd $N$, the values $m=\pm\tfrac12$ tie in (3), and either one displaces the mode by $\eta/2$ in magnitude, giving about $\eta^2/4$ photons. For $N=3$ and $g/\omega_c=4$ the computed number is 3.98, against 4. These are quanta of the dipole-gauge operator $a$; the quanta of $a+\eta S_x$ still tend to zero for odd $N$ (0.115 at $g/\omega_c=4$, 0.028 at 8). Without the $S_x^2$ term, the energy $-g^2m^2/\omega_c$ is no longer cancelled and selects $m=\pm N/2$, with about $N^2\eta^2/4$ photons. For $N=4$ and $g/\omega_c=3$ the computed number is 35.97, against 36. A much smaller change suffices. If the coefficient of $S_x^2$ is reduced by a fraction $\epsilon$, as by a weak direct dipole-dipole term, the gain $\epsilon\,\omega_cx\,m^2$ outweighs the cost $\omega_0^2m^2/(2\omega_cx)$ in (3) once $\epsilon>\omega_0^2/(2\omega_c^2x^2)$. For $N=4$ and $g/\omega_c=6$, $\epsilon=5\times10^{-4}$ gives 144 photons. Unequal couplings also degrade the state: with $g_i/\omega_c=5.55,\,5.85,\,6.15,\,6.45$, and $gS_x$ in (1) replaced by $\tfrac12\sum_ig_i\sigma_x^{(i)}$, the fidelity is 0.885 with 0.13 photons.

The proof holds at fixed $N$. The sufficient condition $\kappa\le\tfrac12$ requires $\eta$ to grow in proportion to $N+1$, so a limit of many emitters at fixed $g$ is not covered. The condition is far from necessary: for $N=4$ and $\omega_0=\omega_c$ it needs $\eta>12.07$, beyond all the couplings computed above, which already approach the limit.
